**False returns in truncated ion-implant profiles**

For depth x > 0, the infinite-medium profile equals the true half-space profile plus C(x), the ions that left through the surface and were scattered back by material that is absent in reality. If R is the true reflection, R_c the truncated reflection and w the mean return chance after exit, then R = R_c/(1 − w). The program asserts that closed forms for a line model agree with a two-stream lattice solution, both for the reflected fractions and for C(x) at selected depths. For 500 eV boron in amorphous silicon, it asserts that restarted exit states reproduce the false returns within sampling error, and that a separate run with vacuum outside agrees with the predicted reflection. The output gives R = 11.13%, R_c = 9.13% and a false return of 2.00%, which raises the concentration in the first nanometre by 22%. The false return is larger for hydrogen, rounds to zero for arsenic at normal incidence, and reaches 2.80% for arsenic tilted by 75°. Further runs size the effects of the collision area, the rest energy and electronic stopping.

## Program and output

```python
"""Infinite-medium range profiles cut at a surface versus true half-space profiles.

Result under test: for depth x > 0,
    F_infinite(x) = F_half(x) + C(x),
where C(x) counts ions that crossed x = 0 outward and were scattered back by
material that is absent in reality.  With w the mean return chance after exit,
    R_true = R_truncated / (1 - w).
A line model (path length 1, reversal rate tau) has closed forms for all parts.
The ion model uses binary collisions in a random medium, the universal screened
potential and Lindhard-Scharff electronic stopping.
Symbols: energy in eV, length in nm, mu = cosine to the inward normal,
eps = reduced energy, b = impact parameter / screening length.
"""
import numpy as np
from scipy import constants as const
from scipy.special import ive
from scipy.stats import ks_2samp

# ---------- exactly solvable line model ----------

def line_formulas(tau):
    i0, i1 = ive(0, tau), ive(1, tau)
    return 1 - i0 - i1, 0.5 * (1 - i0)


def line_return_density(x, tau):
    xi = np.sqrt((1 - x) / (1 + x))
    z = tau * np.sqrt(1 - x * x)
    scale = np.exp(z - tau)
    return 0.5 * tau * scale * (xi * ive(1, z) + xi**2 * ive(2, z))


def line_lattice(tau, steps, vacuum_outside):
    """Two-stream transport on a lattice; returns final site probabilities."""
    flip = 0.5 * (1 - np.exp(-2 * tau / steps))
    right = np.zeros(2 * steps + 1)
    left = np.zeros_like(right)
    right[steps] = 1.0
    for _ in range(steps):
        moved_r = np.zeros_like(right)
        moved_l = np.zeros_like(left)
        moved_r[1:] = right[:-1]
        moved_l[:-1] = left[1:]
        if vacuum_outside:
            moved_r[:steps] = 0
            moved_l[:steps] = 0
        right = (1 - flip) * moved_r + flip * moved_l
        left = (1 - flip) * moved_l + flip * moved_r
    return right + left


print("Line model: tau, true reflection, truncated reflection, false return")
STEPS = 3001
for tau in (0.5, 2.0, 8.0):
    free = line_lattice(tau, STEPS, False)
    half = line_lattice(tau, STEPS, True)
    r_true, r_cut = line_formulas(tau)
    # lattice error is of order tau/STEPS
    assert abs(1 - half.sum() - r_true) < 4e-3
    assert abs(free[:STEPS].sum() - r_cut) < 4e-3
    for site in (751, 1501):
        lattice_density = (free - half)[STEPS + site] * STEPS / 2
        formula_density = line_return_density(site / STEPS, tau)
        assert abs(lattice_density / formula_density - 1) < 0.02
    print(f"  {tau:4.1f}  {r_true:.4f}  {r_cut:.4f}  {r_true - r_cut:.4f}")
r_true, r_cut = line_formulas(1e-2)
assert abs((r_true - r_cut) / (1e-4 / 8) - 1) < 0.02
r_true, r_cut = line_formulas(1e6)
assert abs(r_cut / r_true - 0.5) < 1e-3

# ---------- classical scattering in the universal potential ----------

def universal_screening(r):
    return (0.18175 * np.exp(-3.1998 * r) + 0.50986 * np.exp(-0.94229 * r)
            + 0.28022 * np.exp(-0.4029 * r) + 0.028171 * np.exp(-0.20162 * r))


def closest_approach(eps, b, screening):
    low = b + np.zeros_like(eps)
    high = b + 1 / eps
    for _ in range(50):
        mid = 0.5 * (low + high)
        outside = mid * mid - mid * screening(mid) / eps - b * b > 0
        high = np.where(outside, mid, high)
        low = np.where(outside, low, mid)
    return high


def half_angle_sin2(eps, b, screening=universal_screening, nodes=32):
    """sin^2(theta/2), theta = centre-of-mass angle from the orbit integral."""
    eps, b = np.broadcast_arrays(eps, b)
    r0 = closest_approach(eps, b, screening)
    t, weight = np.polynomial.legendre.leggauss(nodes)
    total = np.zeros(r0.shape)
    for angle, wt in zip((t + 1) * np.pi / 4, weight * np.pi / 4):
        u = np.sin(angle)
        r = r0 / u
        radial = 1 - screening(r) / (r * eps) - (b / r)**2
        total += wt * np.cos(angle) / np.sqrt(np.maximum(radial, 1e-15))
    theta = np.pi - 2 * b / r0 * total
    return np.sin(theta / 2)**2


b_test = np.array([0.1, 0.7, 3.0, 9.0])
coulomb = half_angle_sin2(0.3, b_test, lambda r: np.ones_like(r))
assert np.allclose(coulomb, 1 / (1 + 4 * 0.3**2 * b_test**2), atol=1e-5)
assert np.allclose(half_angle_sin2(0.01, b_test),
                   half_angle_sin2(0.01, b_test, nodes=80), atol=1e-4)
b_fine = (np.arange(3000) + 0.5) * 0.01
for eps in (0.05, 0.1, 0.5):
    stopping = eps * np.sum(half_angle_sin2(eps, b_fine) * 2 * b_fine) * 0.01
    fit = np.log(1 + 1.1383 * eps) / (
        2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * eps**0.5))
    assert abs(stopping / fit - 1) < 0.06  # the standard fit is approximate

N_EPS, N_B, B_STEP = 320, 440, 0.05
LOG_MIN, LOG_MAX = np.log(1e-5), np.log(2.0)
LOG_STEP = (LOG_MAX - LOG_MIN) / N_EPS
eps_mid = np.exp(LOG_MIN + (np.arange(N_EPS) + 0.5) * LOG_STEP)
b_mid = (np.arange(N_B) + 0.5) * B_STEP
SIN2_TABLE = half_angle_sin2(eps_mid[:, None], b_mid[None, :]).ravel()

# ---------- ion transport ----------
Z_SI, M_SI, DENSITY = 14, 28.086, 50.0  # density in atoms per nm^3
BOHR = const.physical_constants["Bohr radius"][0] * 1e9
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
BORON, HYDROGEN, ARSENIC = (5, 11.009), (1, 1.008), (33, 74.922)
HEAVY_BORON = (5, 74.922)  # control: boron charge, arsenic mass


def screening_length(z):
    return 0.8854 * BOHR / (z**0.23 + Z_SI**0.23)


def reduced_energy_per_ev(ion):
    z, mass = ion
    return screening_length(z) * M_SI / ((mass + M_SI) * z * Z_SI * COULOMB)


def electronic_coefficient(ion):
    """Stopping cross section / sqrt(energy), in eV^(1/2) nm^2."""
    z, mass = ion
    speed = np.sqrt(2 * const.e / (mass * const.atomic_mass))
    speed /= const.alpha * const.c
    charge = z**(1 / 6) * z * Z_SI / (z**(2 / 3) + Z_SI**(2 / 3))**1.5
    return 8 * np.pi * COULOMB * BOHR * charge * speed


def lab_cosine(cos_cm, mass):
    ratio = M_SI / mass
    return (1 + ratio * cos_cm) / np.sqrt(1 + 2 * ratio * cos_cm + ratio**2)


def transport(ion, energy, count, seed, mu=1.0, area=2.0, e_stop=5.0,
              drag=1.0, vacuum_outside=False):
    """Final depth, crossing flag, energy and cosine at first exit."""
    rng = np.random.default_rng(seed)
    mass = ion[1]
    energy = np.broadcast_to(energy, count).astype(float)
    mu = np.broadcast_to(mu, count).astype(float)
    x, label = np.zeros(count), np.arange(count)
    final = np.full(count, np.nan)
    crossed = np.zeros(count, bool)
    exit_energy, exit_mu = np.zeros(count), np.zeros(count)
    free_path = DENSITY**(-1 / 3) / area
    b_max = np.sqrt(area / np.pi) * DENSITY**(-1 / 3) / screening_length(ion[0])
    assert b_max < N_B * B_STEP
    slow = 0.5 * DENSITY * drag * electronic_coefficient(ion)
    log_scale = np.log(reduced_energy_per_ev(ion))
    transfer = 4 * mass * M_SI / (mass + M_SI)**2
    while label.size:
        m = label.size
        root = np.sqrt(energy)
        reach = (root - np.sqrt(e_stop)) / slow
        length = free_path * rng.standard_exponential(m)
        stopped = length >= reach
        length = np.minimum(length, reach)
        x_new = x + mu * length
        leaving = (x_new < 0) & ~crossed[label]
        if leaving.any():
            who = label[leaving]
            to_plane = -x[leaving] / mu[leaving]
            crossed[who] = True
            exit_energy[who] = (root[leaving] - slow * to_plane)**2
            exit_mu[who] = mu[leaving]
        energy = (root - slow * length)**2
        row = ((np.log(energy) + log_scale - LOG_MIN) / LOG_STEP).astype(int)
        row = np.clip(row, 0, N_EPS - 1)
        col = (b_max * np.sqrt(rng.random(m)) / B_STEP).astype(int)
        sin2 = SIN2_TABLE[row * N_B + col]
        energy = energy * (1 - transfer * sin2)
        cosine = lab_cosine(1 - 2 * sin2, mass)
        side = np.sqrt(np.maximum(0, (1 - cosine**2) * (1 - mu**2)))
        mu = mu * cosine + side * np.cos(2 * np.pi * rng.random(m))
        mu = np.clip(mu, -1, 1)
        alive = ~stopped & (energy > e_stop)
        rests = ~alive
        if vacuum_outside:
            rests &= ~leaving
            alive &= ~leaving
        final[label[rests]] = x_new[rests]
        x, mu, energy, label = x_new[alive], mu[alive], energy[alive], label[alive]
    return final, crossed, exit_energy, exit_mu


def fractions(result):
    final, crossed = result[:2]
    return crossed.mean(), (final < 0).mean(), (crossed & (final > 0)).mean()


def percent_error(p, n):
    return 100 * np.sqrt(p * (1 - p) / n)


E0, COUNT = 500.0, 80000
main = transport(BORON, E0, COUNT, 1)
depth, crossed, exit_e, exit_mu = main
r_true, r_cut, back = fractions(main)
false_depth = depth[crossed & (depth > 0)]
kept_depth = depth[~crossed]

# restart the exit states with fresh random numbers
n_exit = crossed.sum()
copies = max(1, 24000 // n_exit)
restart = transport(BORON, np.tile(exit_e[crossed], copies), copies * n_exit, 2,
                    mu=np.tile(exit_mu[crossed], copies))[0]
w_main, w = back / r_true, (restart > 0).mean()
w_error = np.sqrt(w * (1 - w) * (1 / n_exit + 1 / restart.size))
assert abs(w_main - w) < 4.5 * w_error
assert ks_2samp(false_depth, restart[restart > 0]).pvalue > 1e-4

# separate calculation with real vacuum outside
N_HALF = 40000
half = transport(BORON, E0, N_HALF, 3, vacuum_outside=True)
r_half = half[1].mean()
r_predicted = r_cut / (1 - w)
sigma = np.sqrt(r_half * (1 - r_half) / N_HALF + r_cut / COUNT / (1 - w)**2
                + (r_cut * w_error / (1 - w)**2)**2)
assert abs(r_half - r_predicted) < 4.5 * sigma
assert r_half - r_cut > 4 * np.sqrt(r_half / N_HALF + r_cut / COUNT)
assert ks_2samp(half[0][~half[1]], kept_depth).pvalue > 1e-4

# false returns are shallower, so rescaling cannot repair the profile
mean_error = np.hypot(false_depth.std() / np.sqrt(false_depth.size),
                      kept_depth.std() / np.sqrt(kept_depth.size))
assert kept_depth.mean() - false_depth.mean() > 5 * mean_error
cut_depth = depth[depth > 0]
rescaled_ratio = (cut_depth < 1).mean() / (kept_depth < 1).mean()
assert rescaled_ratio > 1

print(f"Boron energy {E0:.0f} eV, histories {COUNT}, Si density {DENSITY:.0f} nm^-3")
print(f"True reflection              {100*r_true:.2f} +- "
      f"{percent_error(r_true, COUNT):.2f} %")
print(f"Truncated reflection         {100*r_cut:.2f} +- "
      f"{percent_error(r_cut, COUNT):.2f} %")
print(f"False return                 {100*back:.2f} +- "
      f"{percent_error(back, COUNT):.2f} %")
print(f"Return chance after exit     {w_main:.3f}; restarted {w:.3f} +- {w_error:.3f}")
print(f"Reflection, separate vacuum run {100*r_half:.2f} %; "
      f"from R_cut/(1-w) {100*r_predicted:.2f} %")
print(f"Exit energy: mean {exit_e[crossed].mean():.1f} eV, "
      f"median {np.median(exit_e[crossed]):.1f} eV")
print(f"Mean depth: truly retained {kept_depth.mean():.2f} nm, "
      f"false returns {false_depth.mean():.2f} nm")
DOSE = 10.0  # ions per nm^2 = 1e15 cm^-2
print(f"Dose {DOSE*1e14:.1e} cm^-2; falsely retained {DOSE*back*1e14:.2e} cm^-2")
print("Depth bin (nm), true and truncated concentration (1e21 cm^-3), ratio")
edges = np.array([0, 1, 2, 3, 5, 8])
true_c = DOSE * np.histogram(kept_depth, edges)[0] / COUNT / np.diff(edges)
cut_c = DOSE * np.histogram(cut_depth, edges)[0] / COUNT / np.diff(edges)
for i in range(len(true_c)):
    print(f"  {edges[i]}-{edges[i+1]}  {true_c[i]:.3f}  {cut_c[i]:.3f}  "
          f"{cut_c[i]/true_c[i]:.3f}")
print(f"First-nm ratio after rescaling to true dose {rescaled_ratio:.3f}")

# ---------- role of mass and tilt ----------
cos_scan = np.linspace(-1, 1, 200001)
max_angle = np.degrees(np.arccos(lab_cosine(cos_scan, ARSENIC[1]).min()))
assert abs(max_angle - np.degrees(np.arcsin(M_SI / ARSENIC[1]))) < 1e-3
assert lab_cosine(-1.0, BORON[1]) < -0.999999
print(f"Largest single deflection of As by Si {max_angle:.1f} deg; B 180 deg possible")
print("Case at 500 eV: true reflection %, truncated %, false return % +- error")
TILT = 75.0
cases = {
    "H normal": (HYDROGEN, 10000, 1.0, 1.0),
    "As normal": (ARSENIC, 30000, 1.0, 2.0),
    "B charge, As mass": (HEAVY_BORON, 30000, 1.0, 2.0),
    f"As tilted {TILT:.0f} deg": (ARSENIC, 15000, np.cos(np.radians(TILT)), 2.0),
}
returns = []
for seed, (name, (ion, n, cosine, area)) in enumerate(cases.items(), 10):
    a, c, f = fractions(transport(ion, E0, n, seed, mu=cosine, area=area))
    returns.append(f)
    print(f"  {name}: {100*a:.2f}, {100*c:.2f}, {100*f:.2f} +- "
          f"{percent_error(f, n):.2f}")
assert returns[0] > back
assert returns[1] < 0.5 * back and returns[2] < 0.5 * back
assert returns[3] > returns[1]

# ---------- convergence and neglected effects ----------
print("Boron changes: shift of true reflection, shift of false return (points of %)")
N_CHECK = 30000
checks = {
    "collision area doubled": dict(area=4.0),
    "stopping energy 5 to 2.5 eV": dict(e_stop=2.5),
    "electronic stopping +20%": dict(drag=1.2),
}
for seed, (name, change) in enumerate(checks.items(), 20):
    a, _, f = fractions(transport(BORON, E0, N_CHECK, seed, **change))
    noise_a = np.sqrt(r_true * (1 / N_CHECK + 1 / COUNT))
    noise_f = np.sqrt(back * (1 / N_CHECK + 1 / COUNT))
    if "electronic" not in name:
        # allowance: sampling noise plus 15 percent model-cutoff error
        assert abs(a - r_true) < 4 * noise_a + 0.15 * r_true
        assert abs(f - back) < 4 * noise_f + 0.15 * back
    print(f"  {name}: {100*(a-r_true):+.2f} +- {100*noise_a:.2f}, "
          f"{100*(f-back):+.2f} +- {100*noise_f:.2f}")
BARRIER = 5.0
held = (exit_e[crossed] * exit_mu[crossed]**2 < BARRIER).mean()
print(f"Exits with normal energy below a {BARRIER:.0f} eV barrier {100*held:.1f} %")
for energy in (500.0, 50.0):
    eps = np.array([energy * reduced_energy_per_ev(BORON)])
    r0 = closest_approach(eps, np.zeros(1), universal_screening)[0]
    print(f"Head-on closest approach at {energy:.0f} eV "
          f"{r0*screening_length(BORON[0]):.3f} nm")
print(f"Surface recession per unit sputter yield {DOSE/DENSITY:.2f} nm")
print(f"Largest binned B/Si atomic ratio {100*true_c.max()/DENSITY:.1f} %")
print("PASS")
```

Output:

```
Line model: tau, true reflection, truncated reflection, false return
   0.5  0.1985  0.1775  0.0211
   2.0  0.4762  0.3457  0.1305
   8.0  0.7224  0.4283  0.2941
Boron energy 500 eV, histories 80000, Si density 50 nm^-3
True reflection              11.13 +- 0.11 %
Truncated reflection         9.13 +- 0.10 %
False return                 2.00 +- 0.05 %
Return chance after exit     0.180; restarted 0.182 +- 0.005
Reflection, separate vacuum run 11.05 %; from R_cut/(1-w) 11.17 %
Exit energy: mean 92.0 eV, median 87.5 eV
Mean depth: truly retained 4.07 nm, false returns 0.55 nm
Dose 1.0e+15 cm^-2; falsely retained 2.00e+13 cm^-2
Depth bin (nm), true and truncated concentration (1e21 cm^-3), ratio
  0-1  0.766  0.933  1.218
  1-2  1.238  1.264  1.022
  2-3  1.421  1.426  1.003
  3-5  1.319  1.320  1.000
  5-8  0.715  0.715  1.000
First-nm ratio after rescaling to true dose 1.191
Largest single deflection of As by Si 22.0 deg; B 180 deg possible
Case at 500 eV: true reflection %, truncated %, false return % +- error
  H normal: 28.80, 19.61, 9.19 +- 0.29
  As normal: 0.00, 0.00, 0.00 +- 0.00
  B charge, As mass: 0.00, 0.00, 0.00 +- 0.00
  As tilted 75 deg: 21.11, 18.31, 2.80 +- 0.13
Boron changes: shift of true reflection, shift of false return (points of %)
  collision area doubled: -0.09 +- 0.23, +0.03 +- 0.10
  stopping energy 5 to 2.5 eV: -0.06 +- 0.23, +0.22 +- 0.10
  electronic stopping +20%: -0.61 +- 0.23, -0.14 +- 0.10
Exits with normal energy below a 5 eV barrier 9.2 %
Head-on closest approach at 500 eV 0.040 nm
Head-on closest approach at 50 eV 0.089 nm
Surface recession per unit sputter yield 0.20 nm
Largest binned B/Si atomic ratio 2.8 %
PASS
```
